# Hydrogen in a hard sphere: exact energies from free-atom nodes

**Question**

I am stuck on an exercise about confined atomic orbitals. A hydrogen atom sits at the centre of a hard sphere of radius 2 bohr. I have to show that its ground energy is exactly $-1/8$ hartree, using the node of the free 2s function, and then find the analogous case for a p state.

I can see that free 2s vanishes at $r=2$ and has energy $-1/8$. But 2s is an excited state of the free atom. Why should it give the *ground* state in the sphere? And may I simply cut a wave function off at a node, when that leaves a kink? For the p state I don't know which free function to take, or whether the result would again be a ground state.

**Answer**

Cutting at the node is allowed, and the cut function becomes the lowest level of its angular momentum (for s, the ground state) because it has no node left inside the sphere. The second point needs a proof, given below.

**What the wall changes**

I use atomic units and the usual model: a fixed point nucleus at the centre, one nonrelativistic electron, no spin terms, and an impenetrable wall at $r=R$. "Exact" means exact within this model. Write the wave function as $\psi=u(r)Y_{lm}/r$. Inside the sphere,

$$-\frac12u''+V_l\,u=Eu,\qquad V_l(r)=\frac{l(l+1)}{2r^2}-\frac1r .$$

This is the free-atom equation. The wall enters through the boundary condition: $\psi$ is zero outside and continuous, so $u(R)=0$. At the origin, $u(0)=0$ as usual.

A free solution with a node at $R$ satisfies all of this. Set it to zero outside, renormalize it, and it is an eigenfunction of the confined atom with its energy unchanged. The kink is harmless: an infinite potential step permits a jump in slope. The kinetic energy is conveniently computed from $\frac12\int u'^2dr$ plus the centrifugal term, which needs no second derivative at the wall. Since $u(0)=u(R)=0$, integration by parts shows that $\frac12\int_0^Ru'^2dr$ equals $-\frac12\int_0^Ruu''dr$ taken over the interior.

**Finding the functions with one node**

Rather than look up 2s and its relatives, derive them for all $l$ together. Put $E=-\kappa^2/2$ and $u=g\,w$ with $g=r^{l+1}e^{-\kappa r}$. The factor $g$ has the right behaviour at the origin. Its derivatives are

$$\frac{g'}{g}=\frac{l+1}{r}-\kappa,\qquad
\frac{g''}{g}=\Big(\frac{g'}{g}\Big)^2+\Big(\frac{g'}{g}\Big)'=\frac{l(l+1)}{r^2}-\frac{2\kappa(l+1)}{r}+\kappa^2 .$$

The radial equation reads $u''=[l(l+1)/r^2-2/r+\kappa^2]u$. Insert $u''=gw''+2g'w'+g''w$ and divide by $g$. The $1/r^2$ and $\kappa^2$ terms cancel, leaving

$$w''+2\Big(\frac{l+1}{r}-\kappa\Big)w'+\frac{2-2\kappa(l+1)}{r}\,w=0 .$$

The simplest $w$ with one node is $w=1-r/a$, for which $w'=-1/a$ and $w''=0$:

$$-\frac{2(l+1)}{ar}+\frac{2\kappa}{a}+\frac{2-2\kappa(l+1)}{r}-\frac{2-2\kappa(l+1)}{a}=0 .$$

This must hold at every $r$, so the constant terms and the $1/r$ terms vanish separately:

- Constant terms: $2\kappa-2+2\kappa(l+1)=0$, so $\kappa=1/(l+2)$.
- Terms in $1/r$: $(l+1)/a=1-\kappa(l+1)=1/(l+2)$, so $a=(l+1)(l+2)$.

Hence a sphere of radius $R=(l+1)(l+2)$ has the level

$$E_0=-\frac{1}{2(l+2)^2},\qquad u_0=r^{l+1}\Big(1-\frac rR\Big)e^{-r/(l+2)} .$$

For $l=0$ this is free 2s, with $R=2$ bohr and $E_0=-1/8$ hartree. For $l=1$ it is free **3p**, with $R=6$ bohr and $E_0=-1/18$ hartree. Free 2p cannot serve, since its radial function $r^2e^{-r/2}$ has no node at finite $r>0$.

**Why this is the lowest level for its $l$**

Take any real trial function $u$ with finite kinetic energy and $u(0)=u(R)=0$. (For a complex one, treat the real and imaginary parts separately.) Because $u_0>0$ for $0<r<R$, we may write $u=u_0f$. This division is where the absence of an interior node is needed. Then

$$u'^2=u_0'^2f^2+2u_0u_0'ff'+u_0^2f'^2 .$$

Compare this with

$$(u_0u_0'f^2)'=u_0'^2f^2+u_0u_0''f^2+2u_0u_0'ff' .$$

Subtracting gives

$$u'^2=u_0^2f'^2+(u_0u_0'f^2)'-u_0u_0''f^2 .$$

The radial equation for $u_0$ says $-\frac12u_0''=(E_0-V_l)u_0$. Multiply the previous line by $\frac12$, use this, and move the potential and energy terms to the left:

$$\tfrac12u'^2+V_lu^2-E_0u^2=\tfrac12u_0^2f'^2+\tfrac12(u_0u_0'f^2)' .$$

Now integrate from 0 to $R$. The last term gives the boundary values of $\frac12u^2u_0'/u_0$. Near the wall $u_0'/u_0$ behaves as $-1/(R-r)$, while the Cauchy–Schwarz inequality gives $u^2\le(R-r)\int_r^Ru'^2dr$. The product therefore goes to zero. The same argument works at the origin, where $u_0'/u_0$ behaves as $(l+1)/r$. What remains is

$$\int_0^R\big(\tfrac12u'^2+V_lu^2\big)dr-E_0\int_0^Ru^2dr=\frac12\int_0^Ru_0^2f'^2dr\;\ge0 .$$

No trial function of this $l$ has mean energy below $E_0$, and equality requires constant $f$, that is, $u\propto u_0$.

For $R=2$ we must still exclude other values of $l$. A function with $l>0$ has the energy it would have with $l=0$, plus the positive centrifugal energy $\frac12l(l+1)\langle1/r^2\rangle$. It therefore lies above $-1/8$. This completes the proof that the ground energy at $R=2$ bohr is exactly $-1/8$ hartree.

You can check the identity by hand with $u=r(2-r)$. Its kinetic integral is $\frac12\int_0^2(2-2r)^2dr=\frac43$, and its potential integral is $-\int_0^2r(2-r)^2dr=-(8-\frac{32}{3}+4)=-\frac43$. The mean energy is zero, which is $1/8$ above $E_0$. On the other side, $f=2e^{r/2}$ gives $u_0f'=u/2$, so the excess per unit norm is $\frac12\cdot\frac14=\frac18$, as it must be.

**Is the p state also a ground state?**

No. The centrifugal argument applies at $R=6$ too, so some s level must lie below the lowest p level. Diagonalization in polynomials that vanish at the wall, which makes no use of the node argument, gives these lowest levels in hartree:

| $R$ (bohr) | s | p | d |
|---|---:|---:|---:|
| 2 | -0.1250 | 1.5760 | 3.3275 |
| 6 | -0.4993 | -0.0556 | 0.1803 |

At $R=6$ the ground state is an s state close to free 1s, whose energy is $-1/2$. The correct analogous statement is that $-1/18$ hartree is the lowest **p** energy in that sphere.

**The same energy, but a different state of motion**

The cut 2s function has the energy of free 2s, but not its kinetic and potential energies $T$ and $V$. To see this, compute $\langle1/r\rangle$ inside the sphere. Define $M_n=\int_0^2r^ne^{-r}dr$. Integration by parts gives $M_n=nM_{n-1}-2^ne^{-2}$, starting from $M_0=1-e^{-2}$:

$$M_1=1-3e^{-2},\quad M_2=2-10e^{-2},\quad M_3=6-38e^{-2},\quad M_4=24-168e^{-2}.$$

Since $u_0^2=(r^2-r^3+r^4/4)e^{-r}$,

$$\int_0^2u_0^2dr=M_2-M_3+\tfrac14M_4=2-14e^{-2},$$

$$\int_0^2\frac{u_0^2}{r}dr=M_1-M_2+\tfrac14M_3=\tfrac12-\tfrac52e^{-2}.$$

The ratio of the second to the first is $\langle1/r\rangle=1.535$ bohr$^{-1}$. So $V=-1.535$ hartree and $T=E_0-V=-0.125+1.535=1.410$ hartree. Free 2s has $T=0.125$ and $V=-0.250$ hartree. Without the upper limit the norm integral would be 2, so only $1-7e^{-2}=5.3\%$ of the free 2s density lies inside the node. Renormalizing that inner part produces a compact state with large $T$ and large $-V$.

For the p state, substitute $x=2r/3$, so that the wall is at $x=4$ and $r/6=x/4$. With $K_n=\int_0^4x^ne^{-x}dx=nK_{n-1}-4^ne^{-4}$ and $K_0=1-e^{-4}$, the integrals needed are

$$K_3=6-142e^{-4},\quad K_4=24-824e^{-4},\quad K_5=120-5144e^{-4},\quad K_6=720-34960e^{-4}.$$

Here $u_0^2\propto x^4(1-x/4)^2e^{-x}$, and $1/r=(2/3)/x$. Therefore

$$\Big\langle\frac1r\Big\rangle=\frac23\,\frac{K_3-\frac12K_4+\frac1{16}K_5}{K_4-\frac12K_5+\frac1{16}K_6}
=\frac23\,\frac{\frac32-\frac{103}{2}e^{-4}}{9-437e^{-4}}=0.3726\ \text{bohr}^{-1}.$$

Carrying one more digit, $V=-0.37263$ hartree and $T=E_0-V=-0.05556+0.37263=0.31707$ hartree, that is $V=-0.3726$ and $T=0.3171$ hartree.

The main results, with the rise above the lowest free state of the same $l$, are:

- s, $R=2$ bohr: $E=-1/8$ hartree $=-3.401$ eV. The rise above free 1s is $-\frac18+\frac12=\frac38$ hartree.
- p, $R=6$ bohr: $E=-1/18$ hartree $=-1.512$ eV. The rise above free 2p is $-\frac1{18}+\frac18=\frac5{72}$ hartree.

A numerical atomic orbital made with a hard wall pays a price of the same kind: it has strictly finite range, but its energy is raised and its slope jumps at the cutoff. The rises above are for one-electron hydrogen in very tight spheres and are not the general size of that price. The rise falls quickly as the radius grows: by the table, the lowest s level at $R=6$ bohr lies only 0.0007 hartree above free 1s.

**How special is the radius?**

The energy changes quickly with $R$: the lowest s level is $-0.054$ hartree at 1.9 bohr and $-0.184$ hartree at 2.1 bohr. It cannot rise with $R$, because every function allowed in the smaller sphere, extended by zero, is also allowed in the larger one. It cannot stay level either: the extended function would then be the ground state of the larger sphere, yet a solution of the radial equation that vanishes on a whole interval vanishes everywhere. The value $-1/8$ therefore belongs to $R=2$, among lowest s levels. The same proof covers any free function cut at its innermost node: free 3s, cut at $R=(9-3\sqrt3)/2=1.902$ bohr, gives the ground energy $-1/18$ hartree, and free 4p, cut at $R=10-2\sqrt5=5.528$ bohr, gives the lowest p energy $-1/32$ hartree. Radii that are not such nodes need a numerical solution for the energy. The result also relies on the nucleus being at the centre and on the wall being impenetrable.

**A coincidence in the levels**

The numerical output shows one more feature: at $R=2$ the *second* s level equals the lowest d level, 3.327509 hartree, to all printed digits. This too follows from the radius. Define

$$A_l=\frac{d}{dr}-W_l,\qquad A_l^\dagger=-\frac{d}{dr}-W_l,\qquad W_l=\frac{l+1}{r}-\frac1{l+1}.$$

Let $H_l=-\frac12d^2/dr^2+V_l$. Multiplying out the products gives

$$A_l^\dagger A_l=-\frac{d^2}{dr^2}+W_l'+W_l^2=2H_l+\frac1{(l+1)^2},$$

$$A_lA_l^\dagger=-\frac{d^2}{dr^2}-W_l'+W_l^2=2H_{l+1}+\frac1{(l+1)^2}.$$

Since $(A_lA_l^\dagger)A_l=A_l(A_l^\dagger A_l)$, the operator $A_l$ turns a solution for $l$ into one for $l+1$ at the same energy. It also keeps solutions regular at the origin: it creates no negative powers of $r$ from $u\sim r^{l+1}$, whereas an irregular solution for $l+1$ would start as $r^{-(l+1)}$.

Start from an s level with $u(R)=0$ and form $v=A_0u$, then $y=A_1v$, which is a d solution. The radial equation gives $u''(R)=0$, so $v(R)=u'(R)$ and $v'(R)=-W_0(R)u'(R)$. Hence

$$y(R)=-\big[W_0(R)+W_1(R)\big]u'(R)=\Big(\frac32-\frac3R\Big)u'(R),$$

which vanishes at $R=2$. Thus $y$ fits the same sphere, unless it is identically zero. If $A_0u=0$, then $u\propto re^{-r}$, which has no node at the wall. If $A_1v=0$, then $A_1^\dagger A_1v=0$ gives $2E+\frac14=0$, the ground energy. Every higher s level at $R=2$ is therefore also a d level. That the second s level meets the *lowest* d level is read from the numerical spectrum.

## Table of computed values

```
Lowest level of each l at its node radius
l=0 R=2 bohr: numerical -0.12500000, node rule -0.12500000 hartree
l=1 R=6 bohr: numerical -0.05555556, node rule -0.05555556 hartree
l=2 R=12 bohr: numerical -0.03125000, node rule -0.03125000 hartree
l=3 R=20 bohr: numerical -0.02000000, node rule -0.02000000 hartree
Trial functions: mean energy and excess over the exact level
l=0 polynomial: mean 0.000000, excess 0.125000 hartree
l=0 sine: mean 0.014874, excess 0.139874 hartree
l=1 polynomial: mean 0.000000, excess 0.055556 hartree
l=1 sine: mean -0.010325, excess 0.045231 hartree
R=2 bohr, lowest s, p, d: -0.125000, 1.576019, 3.327509 hartree
R=2 bohr, second s: 3.327509 hartree
R=6 bohr, lowest s, p, d: -0.499277, -0.055556, 0.180341 hartree
R=6 bohr, second s: 0.012725 hartree
Lowest s at R=1.9 bohr: -0.054055 hartree
Lowest s at R=2.1 bohr: -0.183504 hartree
s, R=2 bohr: E = -0.125000 hartree = -3.4014 eV
s, R=2 bohr: T = 1.410162 hartree, V = -1.535162 hartree
s, R=2 bohr: shift from free atom 0.375000 hartree
s, R=2 bohr: free density inside node 0.052653 (fraction)
free 2s: T = 0.125000 hartree, V = -0.250000 hartree
p, R=6 bohr: E = -0.055556 hartree = -1.5117 eV
p, R=6 bohr: T = 0.317074 hartree, V = -0.372629 hartree
p, R=6 bohr: shift from free atom 0.069444 hartree
p, R=6 bohr: free density inside node 0.110674 (fraction)
free 3p: T = 0.055556 hartree, V = -0.111111 hartree
```
